# When hydroxyl loss and precursor decomposition give a growth minimum, part 2

We seek the substrate temperature \(T\) that minimizes the film growth per deposition cycle, \(g=h+d\). A cycle is a water pulse, a purge \(t_w\), a metal-precursor pulse \(t_p\) and a second purge. Primes denote \(d/dT\) at fixed pulse times and supply. Energies are in eV, with \(k_B=8.617333\times10^{-5}\) eV/K; growth is in pm, "per cycle" being understood.

The hydroxyl-limited part is \(h=vN/q\), with film volume \(v\) and \(q\) hydroxyls consumed per metal atom. Of the initial hydroxyl density \(N_0\), \(N\) survives the purge. Loss barriers \(\varepsilon\) are spread evenly from \(\varepsilon_1\) to \(\varepsilon_2\), with attempt frequency \(\nu\). The full growth averages the surviving fraction \(\exp(-\nu t_we^{-\varepsilon/k_BT})\) over them. Well inside the window \(T_{a,b}=\varepsilon_{1,2}/(k_B\Lambda)\), this gives the linear model

\[
h=s(T_b-T),\qquad s=\frac{h_0k_B\Lambda}{\varepsilon_2-\varepsilon_1},
\]

with \(h_0=vN_0/q\), \(\Lambda=\ln(\nu t_w)+\gamma\) and Euler's constant \(\gamma\).

Decomposition deposits \(r=r_0e^{-E/k_BT}\) metal atoms per area and time, so \(d=De^{-E/k_BT}\), \(D=vr_0t_p\). With \(u=E/k_BT\), \(d'=ud/T\) and \(d''=d'(u-2)/T\).

A stationary point requires

\[
-h'(T)=d'(T). \tag{2}
\]

For linear \(h\) and \(T_b<E/2k_B\), an interior minimum exists, and is unique, exactly when

\[
d'(T_a)<s<d'(T_b) \tag{14}
\]

It satisfies

\[
u^2e^{-u}=c,\qquad c=\frac{sE}{k_BD}. \tag{15}
\]

With subscript \(m\) for the minimum and \(W_{-1}\) the lower real Lambert branch,

\[
u_m=-2W_{-1}\!\left(-\frac{\sqrt c}{2}\right),\qquad
T_m=\frac{E}{k_Bu_m},\qquad c<\frac4{e^2}. \tag{17}
\]

The example has \(N_0=9\times10^{18}\) m\(^{-2}\), \(q=2\), \(v=2\times10^{-29}\) m\(^3\), \(\varepsilon_1=1\) eV, \(\varepsilon_2=3\) eV, \(\nu=10^{13}\) s\(^{-1}\), \(t_w=10\) s, \(t_p=1\) s, \(r_0=5\times10^{29}\) m\(^{-2}\) s\(^{-1}\) and \(E=1.5\) eV. Hence \(h_0=90\) pm, \(\Lambda=32.813\), \(s=0.12724\) pm/K, \(T_a=353.7\) K, \(T_b=1061.0\) K, \(u_m=28.963\) and \(T_m=601.0\) K.

### Thickness at the minimum

The condition \(s=u_md_m/T_m\) gives the decomposition part without another exponential:

\[
d_m=\frac{sT_m}{u_m}=\frac{sk_BT_m^2}{E},\qquad
g_m=s(T_b-T_m)+\frac{sT_m}{u_m}. \tag{19}
\]

In the example, \(d_m=0.12724\times601.0/28.963=2.64\) pm and \(h_m=58.53\) pm. Their sum is \(g_m=61.17\) pm, or 0.0612 nm per cycle. Decomposition supplies 4.3 % of the growth at the minimum.

The two contributions are not equal there. Their ratio is

\[
\frac{d_m}{h_m}=\frac{T_m}{u_m(T_b-T_m)}. \tag{20}
\]

A steep exponential can match the slope of a line while its value is still small. In the example the contributions become equal at 668.9 K, where the total has already risen to 99.8 pm. Locating the minimum by equal contributions would place it about 68 K too high.

Equation (19) can also be read in reverse. If the falling line is measured well below \(T_m\) and extended to the minimum, the excess \(d_m\) above it gives

\[
E=\frac{sk_BT_m^2}{d_m}. \tag{21}
\]

This is only a rough estimate, because the excess varies exponentially with temperature while the minimum is flat. If the minimum in the example is placed 6 K too low or too high, and the excess is read there, equation (21) gives 1.97 or 1.15 eV instead of 1.50 eV. An error of 0.1 pm in the extended line matters less: with \(d_m=2.64\) pm it changes the inferred energy by about 4 %. The estimate also relies on the linear form of \(h\). Where the excess can be measured at several temperatures, the slope of its logarithm against \(1/T\), which is \(-E/k_B\), gives the energy without locating the minimum. This method also relies on the extended line, and an error in that line matters most where the excess is small.

### Curvature and asymmetry

Because \(h\) is linear, only \(d\) contributes to the curvature. Using \(d''=d'(u-2)/T\) and \(d'_m=s\),

\[
g''_m=\frac{s(u_m-2)}{T_m}. \tag{22}
\]

The example gives \(0.12724\times26.963/601.0=0.00571\) pm/K\(^2\). A second difference of the full growth agrees within the required 0.1 %.

For a displacement \(\tau\) from the minimum, the Arrhenius exponent changes by

\[
-\frac{E}{k_B(T_m+\tau)}+\frac{E}{k_BT_m}
=\frac{u_m\tau}{T_m+\tau}.
\]

The rise in growth within the linear model is therefore

\[
g(T_m+\tau)-g_m=-s\tau+d_m\left[\exp\!\left(\frac{u_m\tau}{T_m+\tau}\right)-1\right]. \tag{23}
\]

The quadratic approximation \(g''_m\tau^2/2\) gives 0.29 pm for \(|\tau|=10\) K. The actual rises are 0.25 pm on the cold side and 0.33 pm on the hot side. The difference comes chiefly from the third derivative. Differentiating \(d''=d'(u-2)/T\), with \(u'=-u/T\), gives

\[
d'''=d'\,\frac{(u-2)^2-2u+2}{T^2}
=d'\,\frac{u^2-6u+6}{T^2}.
\]

This is positive for \(u>3+\sqrt3\), so the cubic term raises the hot side and lowers the cold side. In the example it contributes about \(\pm0.04\) pm at \(\pm10\) K.

The flatness limits how well the minimum can be located from thickness data. A growth uncertainty of 0.1 pm corresponds, in the quadratic approximation, to \(|\tau|=\sqrt{2\times0.1/0.00571}\simeq6\) K. This is an uncertainty of only 0.16 % of the growth. For 1 pm, or 1.6 %, equation (23) gives a range from about 21 K below to 17 K above the minimum, and equation (21) is then of little use.

### Response to the process times

Taking the logarithm of \(u_m^2e^{-u_m}=c\) and differentiating gives

\[
d\ln c=\left(\frac2{u_m}-1\right)du_m,\qquad
du_m=-\frac{u_m}{u_m-2}\,d\ln c .
\]

At fixed \(E\), \(d\ln T_m=-du_m/u_m\). Hence

\[
\frac{dT_m}{d\ln c}=\frac{T_m}{u_m-2}. \tag{24}
\]

The precursor pulse enters through \(D\propto t_p\), so \(c\propto1/t_p\) and

\[
\frac{dT_m}{d\ln t_p}=-\frac{T_m}{u_m-2}. \tag{25}
\]

A longer pulse gives decomposition more time, so its slope reaches \(s\) at a lower temperature. The derivative is \(-22.3\) K in the example; re-minimization at slightly changed pulse times confirms it within the required 0.5 %. For a tenfold pulse the minimum moves to 553.9 K, a shift of \(-47\) K. Multiplying the local derivative by \(\ln10\) would give \(-51\) K. The actual shift is smaller because \(T_m/(u_m-2)\) decreases as \(T_m\) falls and \(u_m\) rises.

The purge after water enters through \(s\propto\Lambda\), with \(d\Lambda=d\ln t_w\). Thus

\[
\frac{dT_m}{d\ln t_w}=\frac{T_m}{(u_m-2)\Lambda}. \tag{26}
\]

A longer purge steepens the hydroxyl loss and moves the minimum upward, but the effect is smaller by the factor \(1/\Lambda\). A tenfold purge moves it to 602.5 K, a shift of 1.5 K.

For an uncertain activation energy at fixed \(r_0\), \(c\propto E\) and \(T_m=E/(k_Bu_m)\). Therefore

\[
\frac{d\ln T_m}{d\ln E}=1+\frac1{u_m-2}=\frac{u_m-1}{u_m-2}.
\]

In the example a 1 % error in \(E\) shifts \(T_m\) by about 6 K.

### When decomposition buries hydroxyls

Simple addition fails if decomposing precursor covers hydroxyls before they react. Let each deposited metal atom from decomposition bury the free hydroxyls on an area \(b\), and let \(k_a\) be the attachment rate per free hydroxyl. With \(n\) free hydroxyls and \(m\) deposited metal atoms per area,

\[
\frac{dn}{dt}=-(k_a+rb)n,\qquad
\frac{dm}{dt}=\frac{k_an}{q}+r . \tag{27}
\]

The first equation, with \(n(0)=N\), gives \(n=Ne^{-(k_a+rb)t}\). Inserting this in the second and integrating over the pulse yields

\[
m(t_p)=\frac Nq\,\frac{k_a}{k_a+rb}
\left[1-e^{-(k_a+rb)t_p}\right]+rt_p .
\]

For a saturated pulse the bracket is one. With \(\rho=rb/k_a\), the hydroxyl part becomes \(h/(1+\rho)\). Its loss is \(\delta\simeq h\rho\) for \(\rho\ll1\). If \(k_a\) and \(b\) are independent of temperature, \(\rho'=u\rho/T\), and hence

\[
\delta'=\rho\left(\frac{uh}{T}-s\right).
\]

The corrected growth is \(g-\delta\). Its stationary point satisfies \(g'=\delta'\). Expanding \(g'\) about \(T_m\) gives the first-order shift

\[
\Delta T=\frac{\delta'_m}{g''_m}
=\frac{T_m}{u_m-2}\,\rho_m\left(\frac{h_m}{d_m}-1\right). \tag{28}
\]

The last form uses \(s=u_md_m/T_m\). It shows that \(\rho_m\ll1\) alone is not sufficient for a small shift: when \(h_m\gg d_m\), the loss \(\rho_mh_m\) must also be small compared with \(d_m\).

For \(k_a=50\) s\(^{-1}\) and \(b=10^{-19}\) m\(^2\), \(\rho_m=2.64\times10^{-4}\). Equation (28) gives a shift of 0.125 K, and solving the rate equations gives the same value to these digits. The minimum growth falls by 0.0155 pm. These digits belong to equation (27). Thermal hydroxyl loss during the pulse, which it omits, acts like a purge longer by about \(1/k_a\); it lowers the growth by a further 0.005 pm and adds about 0.001 K to the shift. Addition is adequate for these parameters. A larger buried area increases the correction, and so does slower attachment as long as the pulse still saturates the hydroxyl reaction.

### The rounded onset and failure of the slope rule

Near \(T_a\) the hydroxyl curve is not linear. When loss from the highest barriers is negligible, the lost fraction is \(k_BTB(y_1)/(\varepsilon_2-\varepsilon_1)\), where \(y_1=\nu t_we^{-\varepsilon_1/k_BT}\) and \(B(y)=\int_0^y(1-e^{-z})\,dz/z\). Since \(y_1'=y_1\varepsilon_1/(k_BT^2)\), differentiation gives

\[
-h'=\frac{h_0k_B}{\varepsilon_2-\varepsilon_1}
\left[B(y_1)+(1-e^{-y_1})\frac{\varepsilon_1}{k_BT}\right]. \tag{29}
\]

With \(\varepsilon_1/k_BT=\ln(\nu t_w/y_1)\), the derivative of the bracket with respect to \(y_1\) is \(e^{-y_1}\ln(\nu t_w/y_1)\), which is positive. The magnitude of the hydroxyl slope thus grows from zero towards \(s\), and \(h\) is concave at its onset.

For \(y_1\ll1\), this slope is proportional to \(e^{-\varepsilon_1/k_BT}\), apart from powers of \(T\). The decomposition slope is proportional to \(e^{-E/k_BT}\). If \(E<\varepsilon_1\), decomposition has the larger slope at sufficiently low temperature, and growth in the model initially rises. The rise can be too small to measure, as in the first case below.

Two cases with \(E=0.8\) eV, below \(\varepsilon_1=1\) eV, show the consequences within the model. At the cold end of the range scanned, real growth may instead be controlled by slow surface reactions or condensation, which are omitted here. At the hot end the model gives 15 and 190 nm per cycle at 600 K, where simple addition and undepleted supply can no longer be assumed. The other parameters are unchanged except \(r_0\), and the full growth is scanned from 260 to 600 K:

- For \(r_0=4\times10^{27}\) m\(^{-2}\) s\(^{-1}\), the slopes match twice. There is a maximum at 307.3 K and a minimum at 380.1 K, with growths of 90.001 and 88.610 pm. The maximum lies only about 0.001 pm above the full-coverage growth of 90 pm, but a root finder applied to equation (2) could return it.
- For \(r_0=5\times10^{28}\) m\(^{-2}\) s\(^{-1}\), growth rises throughout the scan. At \(T_a\), \(d'=0.295\) pm/K already exceeds \(s=0.127\) pm/K, so condition (14) fails. The converse does not hold near the onset: by equation (29) the hydroxyl slope at \(T_a\) is only about \(0.45\,s\), and for \(r_0\) between about \(1\times10^{28}\) and \(2\times10^{28}\) m\(^{-2}\) s\(^{-1}\) condition (14) is met although the full growth has no minimum.

An implementation should therefore use equation (17) only after checking condition (14) and the distance of \(T_m\) from the window edges. Near an edge, or for a measured curved \(h\), the full growth should be minimized over the permitted temperature range and its end points compared. The same applies if \(r_0\), \(q\) or the precursor supply varies appreciably with temperature, because equation (15) then no longer represents the slope balance. The main calculated values are collected in the numerical output below.

## Table of computed values

```
Hydroxyls after water pulse N0: 9.0e+18 1/m^2; per metal q: 2
Film volume per metal atom v: 2.0e-29 m^3
Barrier range: 1.0 to 3.0 eV; nu: 1e+13 1/s
Purge: 10 s; precursor pulse: 1 s
Decomposition: r0 = 5e+29 1/(m^2 s), E = 1.5 eV
Boltzmann constant: 8.617333e-05 eV/K
Lambda = ln(nu*purge) + gamma: 32.8134
Full-coverage hydroxyl growth: 90.00 pm/cycle
Decomposition prefactor D: 10.00 m/cycle
Linear window: T_a = 353.7 K, T_b = 1061.0 K
Largest error of linear fraction, 400-750 K: 2.2e-08
Hydroxyl slope magnitude s: 0.12724 pm/K
Decomposition slope at T_a: 5.86e-10 pm/K
Decomposition slope at T_b: 1.16e+04 pm/K
Convexity limit E/(2 kB): 8703 K
Constant c: 2.2149e-10; u at minimum: 28.9627
T_min, Lambert formula: 601.008 K
T_min, direct minimization: 601.008 K
T_min in Celsius: 327.9 degC
Growth at minimum: 61.166 pm/cycle = 0.0612 nm/cycle
Hydroxyl part there: 58.525 pm/cycle
Decomposition part there: 2.640 pm/cycle
Decomposition share there: 4.32 %
Equal contributions at: 668.88 K
Growth at equal contributions: 99.78 pm/cycle
T = 450 K: h = 77.740, d = 0.0002, sum = 77.740 pm/cycle
T = 500 K: h = 71.378, d = 0.0076, sum = 71.386 pm/cycle
T = 550 K: h = 65.016, d = 0.1799, sum = 65.196 pm/cycle
T = 600 K: h = 58.654, d = 2.5151, sum = 61.169 pm/cycle
T = 650 K: h = 52.292, d = 23.4284, sum = 75.720 pm/cycle
Curvature, formula: 0.005708 pm/K^2
Curvature, second difference: 0.005709 pm/K^2
Rise 10 K below minimum: 0.250 pm/cycle
Rise 10 K above minimum: 0.329 pm/cycle
dT_min/d ln(pulse): -22.290 K
T_min with tenfold pulse: 553.85 K
T_min with tenfold purge: 602.52 K
Burial: k_a = 50 1/s, b = 1e-19 m^2
Burial ratio r*b/k_a at minimum: 2.640e-04
Burial shift of T_min, rate equations: 0.1248 K
Burial shift of T_min, formula: 0.1246 K
Burial change of minimum growth: -0.0155 pm/cycle
Low-energy cases: E = 0.8 eV, scan 260 to 600 K
Weak r0 = 4e+27 1/(m^2 s): maximum at 307.3 K, minimum at 380.1 K
Weak case growth: 90.0013 at maximum, 88.6098 pm/cycle at minimum
Strong r0 = 5e+28 1/(m^2 s): growth rises throughout; slope d' at T_a = 0.2951 pm/K
```
